# Schwarz Screening: Linear Exchange Counts in Insulators, Quadratic Coulomb Counts, part 2

How do the numbers of exchange and Coulomb contributions that survive screening grow with the number $N$ of basis functions? Atomic units are used. The functions $\chi_i$ are real, atom-centred Gaussians with overlap matrix $S$ and distances $R_{ij}$. $(ij|kl)$ is the Coulomb repulsion of $\chi_i\chi_j$ and $\chi_k\chi_l$, and $Q_{ij}=(ij|ij)^{1/2}$. The closed-shell density matrix $P$ includes the factor 2 for spin, and

$$J_{ij}=\sum_{kl}P_{kl}(ij|kl),\qquad K_{ik}=\sum_{jl}P_{jl}(ij|kl).$$

In Hartree–Fock theory $F=h+J-\tfrac12K$, and the exchange energy is $-\tfrac14\sum_{ik}P_{ik}K_{ik}$. The Schwarz bound is

$$\boxed{\,|(ij|kl)|\le Q_{ij}Q_{kl}\,} \tag{4}$$

For a fixed basis $Q_{ij}\le Be^{-\gamma R_{ij}}$. In an insulator the gap $g$ between occupied and empty orbital energies stays above a positive constant as the system grows. The contour formula is

$$P=\frac{1}{\pi i}\oint(zS-F)^{-1}dz, \tag{7}$$

on a circle of centre $c$ and radius $\rho$ around the occupied energies. With $s_{\min}$ the smallest eigenvalue of $S$ and $W_{ij}=|cS_{ij}-F_{ij}|+\rho|S_{ij}|$, a rate $\alpha>0$ that satisfies

$$\max_i\sum_jW_{ij}\left(e^{\alpha R_{ij}}-1\right)\le\frac{s_{\min}g}{4} \tag{9}$$

guarantees

$$|P_{jl}|\le P_0\,e^{-\alpha R_{jl}},\qquad P_0=\frac{8\rho}{s_{\min}g}. \tag{10}$$

At a fixed threshold $\tau$ in hartree, a quartet survives if

$$\text{exchange: }|P_{jl}|Q_{ij}Q_{kl}>\tau,\qquad\text{Coulomb: }|P_{kl}|Q_{ij}Q_{kl}>\tau. \tag{11}$$

$M_K$ and $M_J$ count the surviving ordered quartets, without permutational symmetry. With $p$ the largest $|P_{jl}|$ and $q$ the largest $Q_{ij}$, exchange survival requires

$$Q_{ij}>\frac{\tau}{pq},\qquad Q_{kl}>\frac{\tau}{pq},\qquad |P_{jl}|>\frac{\tau}{q^2}. \tag{12}$$

Let $n_Q$ be the largest number of partners $i$ of any $j$ under the first condition, and $n_P$ that of partners $l$ under the third. Then

$$\boxed{\,M_K\le N\,n_P\,n_Q^2\,} \tag{13}$$

In an insulator the partners lie within

$$R_{jl}<\frac1\alpha\ln\frac{P_0q^2}{\tau},\qquad R_{ij}<\frac1\gamma\ln\frac{Bpq}{\tau}, \tag{14}$$

so $n_P$ and $n_Q$ are independent of $N$ and $M_K$ grows linearly.

In the computed results, the "smeared form" obtains $(f|f)$ from squares of Gaussian-smeared charges, and the "pair formula" is the closed form of $(ab|ab)$ for two normalized $s$ Gaussians.

### The Coulomb count is quadratic

For Coulomb the necessary conditions are $Q_{ij}>\tau/(pq)$ and $Q_{kl}>\tau/(pq)$. Each is met by at most $Nn_Q$ ordered pairs, so

$$M_J\le N^2n_Q^2. \tag{15}$$

For the lower bound take $i=j$ and $k=l$. These quartets survive whenever $P_{kk}Q_{ii}Q_{kk}>\tau$, whatever the distance between $i$ and $k$. If a finite fraction of the functions qualifies, there are of order $N^2$ such quartets. Hence $M_J$ grows as $N^2$. The decay of $P$ was not used, so a gap does not help.

The Schwarz bound contains no distance between the two charges, and one may ask whether the quadratic count is an artefact of that. At accessible sizes it is not. Two separated spherical charges of unit total interact as $(ii|kk)=1/R$. In a chain of 30 hydrogen molecules the two end functions are 146.4 bohr apart. Their integral is 0.006831 hartree, equal to $1/146.4$, while the Schwarz bound is 0.774606 hartree. The bound is too large by a factor of 113, but the integral itself is still far above a threshold of $10^{-7}$ hartree.

With $P_{kk}\approx0.6$, such a term falls below $10^{-7}$ hartree only beyond $R\approx6\times10^6$ bohr. Even there, dropping the terms one by one would be wrong. They have the same sign, and along a chain the sum of $P_{kk}/R_{ik}$ grows logarithmically with length. Small individual Coulomb terms have to be summed collectively, together with the nuclear attraction that compensates them.

### The error left by exchange screening

Let $\delta K$ be the discarded part of $K$ at fixed $P$. By (4) and (11),

$$|\delta K_{ik}|\le\sum_{jl\ \text{dropped}}|P_{jl}|Q_{ij}Q_{kl}. \tag{16}$$

Each dropped product $x$ satisfies $x\le\tau$, so $x=x^\theta x^{1-\theta}\le\tau^\theta x^{1-\theta}$ for any $0<\theta<1$. Inserting the decay laws,

$$|\delta K_{ik}|\le\tau^\theta(P_0B^2)^{1-\theta}\sum_{jl}e^{-(1-\theta)(\gamma R_{ij}+\alpha R_{jl}+\gamma R_{kl})}. \tag{17}$$

Let $\eta$ be the smaller of $\alpha$ and $\gamma$. The triangle inequality gives $\gamma R_{ij}+\alpha R_{jl}+\gamma R_{kl}\ge\eta R_{ik}$. Use half of the exponent for this estimate and keep the other half to make the sums over $j$ and $l$ converge. The result is

$$|\delta K_{ik}|\le C_\theta\,\tau^\theta\,e^{-(1-\theta)\eta R_{ik}/2}, \tag{18}$$

with $C_\theta$ independent of $N$. The row sums of $|\delta K|$, and therefore its spectral norm, are bounded uniformly in $N$.

In Hartree–Fock theory the Fock matrix changes by $\tfrac12\delta K$ in magnitude. In the orthonormalized basis its norm is at most $\|\delta K\|/(2s_{\min})$, which also bounds the shift of every orbital energy at fixed $P$. The total exchange energy error is at most $\tfrac14\sum_{ik}|P_{ik}||\delta K_{ik}|$, which grows at most linearly with $N$.

The threshold is not itself the error. In the example below, with $\tau=10^{-7}$ hartree, the largest element of $\delta K$ is $2.9\times10^{-7}$ hartree, and the largest bound from (16) is $8.4\times10^{-7}$ hartree. Both are the same to the printed digits for 10, 20 and 30 molecules.

### Finding the survivors in linear work

A loop that tests all $N^4$ quartets, or all $N^2$ pairs of significant products, would lose the benefit of a linear $M_K$. Sorted lists avoid this. Let $\hat q_j=\max_iQ_{ij}$ and $w_{jl}=|P_{jl}|\hat q_l$.

1. For each $j$, run through $l$ in order of decreasing $w_{jl}$. Leave the loop when $\hat q_jw_{jl}\le\tau$.
2. For each accepted $l$, run through $i$ in order of decreasing $Q_{ij}$. Leave the loop when $Q_{ij}w_{jl}\le\tau$.
3. For each accepted $i$, run through $k$ in order of decreasing $Q_{kl}$. Leave the loop when $Q_{ij}|P_{jl}|Q_{kl}\le\tau$. Otherwise the quartet survives.

Leaving at the first failure loses nothing, because all later entries in the list are no larger. Let $n_1$ pairs $(j,l)$ pass the first test and $n_2$ triples $(j,l,i)$ the second. Each of them leads to at least one survivor, namely the one with the largest remaining $Q$ factors. Therefore $n_1\le M_K$ and $n_2\le M_K$. The successful comparisons number $n_1+n_2+M_K$. Each loop fails at most once, which adds at most $N+n_1+n_2$. Altogether

$$\text{comparisons}\le N+2n_1+2n_2+M_K\le5M_K+N. \tag{19}$$

This count excludes the preparation of the lists. For the preparation to be linear as well, the lists must be truncated by (12) and built from spatial neighbours, and $P$ must be stored in sparse form.

If each integral is computed once for all its index permutations, $(ij|kl)$ feeds $K_{ik}$, $K_{jk}$, $K_{il}$ and $K_{jl}$ with the density elements $P_{jl}$, $P_{il}$, $P_{jk}$ and $P_{ik}$. It must be computed if the largest of these four magnitudes, times $Q_{ij}Q_{kl}$, exceeds $\tau$. When integrals are computed in shells, replacing $Q$ and $|P|$ by their maxima over each shell pair keeps the test safe.

### Worked example: chains of hydrogen molecules

The chains are collinear, with a bond length of 1.4 bohr and a period of 5 bohr, treated by RHF/STO-3G with $\tau=10^{-7}$ hartree. Each molecule contributes two basis functions.

| Molecules | $N$ | $M_K$ | $M_J$ | Comparisons |
|---:|---:|---:|---:|---:|
| 10 | 20 | 11862 | 16896 | 17158 |
| 20 | 40 | 28762 | 73696 | 41846 |
| 30 | 60 | 45662 | 170496 | 66526 |
| 40 | 80 | 62562 | 307296 | 91206 |

From each size to the next the exchange count rises by 16900, or 1690 per molecule. The second difference of the Coulomb count is 40000 in both cases. For $n$ molecules the table is reproduced by

$$M_K=1690\,n-5038,\qquad M_J=200\,n^2-320\,n+96. \tag{20}$$

The form of these polynomials follows from counting placements, if changes of $P$ near the ends are neglected. A cluster that reaches over $s$ periods fits into the chain in $n-s$ ways, which gives a linear function with a negative constant. Two independent clusters fit in $(n-s_1)(n-s_2)$ ways, which gives a quadratic function with a negative linear term. These end terms also explain why doubling the chain from 20 to 40 molecules gives apparent powers of 1.121 and 2.060 instead of 1 and 2.

For the two longest chains $n_Q=10$ and $n_P=27$. At $N=80$ the bound (13) is $80\times27\times10^2=216000$, against an actual count of 62562. The sorted search needs $91206/62562=1.46$ comparisons per survivor, well inside the limit (19).

Replacing $Q_{ij}Q_{kl}$ by the exact $|(ij|kl)|$ for 30 molecules lowers the exchange count from 45662 to 36036 and the Coulomb count from 170496 to 144124. The powers between 20 and 30 molecules are then 1.114 and 2.019. The different growth thus belongs to the contributions themselves at these sizes. The discarded part of the exchange energy for 30 molecules, evaluated at fixed $P$, is $4.75\times10^{-7}$ hartree in total, or $1.6\times10^{-8}$ hartree per molecule.

The 40-molecule chain has $g=1.0265$ hartree, $s_{\min}=0.2686$ and $\rho=0.5615$ hartree. The prefactor in (10) is

$$P_0=\frac{8\times0.5615}{0.2686\times1.0265}=16.29 .$$

Condition (9) guarantees a decay rate of 0.0376 bohr$^{-1}$, and 0.0378 bohr$^{-1}$ for 20 molecules, so the guarantee hardly depends on length. The actual decay is about ten times faster. Between molecules two and four periods apart, the largest $|P|$ falls from $9.93\times10^{-3}$ to $2.02\times10^{-4}$ over 10 bohr, a rate of $\ln(49.3)/10=0.39$ bohr$^{-1}$. These numbers belong to the minimal basis and are not converged properties of the chain. For 11 molecules, changing from STO-3G to 6-31G lowers $g$ from 1.03 to 0.71 hartree, $s_{\min}$ from 0.270 to 0.012, the actual rate from 0.39 to 0.25 bohr$^{-1}$ and the guaranteed rate from 0.038 to 0.0006 bohr$^{-1}$, while $M_K$ rises from 13552 to 198866.

### What changes in a metal

A uniform chain with one $s$ function and one electron per site shows what the gap contributes. Translation symmetry fixes its Bloch orbitals. Let $S_m$ be the overlap of functions $m$ sites apart and $s(k)=S_0+2\sum_{m>0}S_m\cos km$ the overlap of a Bloch sum. If the states with $|k|<\pi/2$ are doubly occupied, the density matrix at a separation of $r$ sites is

$$P(r)=\frac{2}{2\pi}\int_{-\pi/2}^{\pi/2}\frac{\cos kr}{s(k)}\,dk=\frac2\pi\int_0^{\pi/2}\frac{\cos kr}{s(k)}\,dk. \tag{21}$$

Write $h=1/s$ and integrate by parts:

$$P(r)=\frac{2}{\pi r}\,h\!\left(\tfrac\pi2\right)\sin\frac{\pi r}{2}-\frac{2}{\pi r}\int_0^{\pi/2}h'(k)\sin kr\,dk .$$

For odd $r$ a second integration by parts has no boundary term, because $h'(0)=0$ and $\cos(\pi r/2)=0$. A third shows that the remainder is of order $r^{-3}$. Thus

$$|P(r)|\simeq\frac{2}{\pi r\,s(\pi/2)}\qquad(r\text{ odd}). \tag{22}$$

The sharp edge of the occupied states at $k=\pi/2$ produces this slow tail. With STO-3G functions 2.5 bohr apart, $s(\pi/2)=0.9251$. At 101 sites the integral (21) gives $6.8127\times10^{-3}$ and the law (22) gives $6.8132\times10^{-3}$.

For finite open chains the model density is built from the half of the eigenvectors of $S$ with the largest eigenvalues. It is not a self-consistent solution. It stands for a half-filled band and not for the Hartree–Fock state of this hydrogen chain: for 40 atoms the RHF density alternates between 0.59 and 0.24 on neighbouring central bonds, with a gap of 0.19 hartree. With the same number of functions per length as in the molecular chain, the exchange count rises from 79010 at $N=40$ to 301074 at $N=80$, a power of 1.930. At $N=80$ it is 4.8 times the insulator's count. Six periods apart, the largest $|P|$ is $6.7\times10^{-2}$ in the uniform chain and $4.4\times10^{-6}$ in the molecular one.

The quadratic growth in the metal is not its final behaviour at fixed $\tau$. The third condition in (12) cuts off the tail (22) at

$$r_\tau=\frac{2q^2}{\pi\,s(\pi/2)\,\tau}=\frac{2\times0.7746}{\pi\times0.9251\times10^{-7}}=5.3\times10^6\ \text{sites}, \tag{23}$$

where $q^2=(ii|ii)=0.7746$ hartree. For chains much longer than this, $n_P$ stops growing and (13) again gives a linear count. The gap therefore does not decide whether a fixed threshold ever leads to linear growth. It decides the range at which linear growth of the count (11) sets in, at most of order $\ln(1/\tau)$ in the insulator and of order $1/\tau$ in this metal. Part of the metallic range is due to the Schwarz bound, which ignores the distance between the charges. The exact term $P(r)(ii|kk)$ carries the further factor $1/(2.5\,r)$ and falls below $\tau$ at $r\approx[2/(2.5\,\pi\,s(\pi/2)\,\tau)]^{1/2}\approx1.7\times10^3$ sites, a range of order $\tau^{-1/2}$, still a power of $1/\tau$ and not a logarithm. The numerical check checks the Schwarz bound, the counts, the bound (10) for the molecular chains and the tail (22) at 101 sites.

Linear growth cannot be expected while the actual range of $P$ or $Q$ at the threshold exceeds the size of the system. The ranges in (14) are only upper limits. For the 40-molecule chain the first of them is $\ln(16.29\times0.7746/10^{-7})/0.0376\approx500$ bohr, longer than the chain, although the count is already linear. A gap that is small compared with the elements $W_{ij}$ lowers the guaranteed decay rate of $P$, diffuse functions lengthen the range of $Q$, and a nearly dependent basis lowers $s_{\min}$ and weakens the guarantee (10).

## Computed results

```
Two Gaussians: exponents 0.8, 0.5 bohr^-2, distance 2.0 bohr
(f|f), f=chi_a^2-chi_b^2, smeared form: 0.83363785 hartree
(f|f), same, from integral code:      0.83363785 hartree
(ab|ab) from pair formula: 0.07148733 hartree
(ab|ab) from integral code: 0.07148733 hartree
Water 6-31G*: 18 functions, 171 distinct pairs
Largest |(ij|kl)|/(Q_ij Q_kl), different pairs: 1.0000
Median of that ratio over all pairs of pairs: 0.0000
H2 chain RHF/STO-3G: bond 1.4 bohr, period 5.0 bohr
Threshold tau = 1e-07 hartree; uniform chain spacing 2.5 bohr
10 cells, N=20: exchange 11862, Coulomb 16896
   metal exchange 19418, comparisons 17158, n_Q 10, n_P 20
   exact integrals: exchange 9836, Coulomb 15124
   largest K error 2.93e-07, its bound 8.38e-07 hartree
20 cells, N=40: exchange 28762, Coulomb 73696
   metal exchange 79010, comparisons 41846, n_Q 10, n_P 27
   exact integrals: exchange 22936, Coulomb 63564
   largest K error 2.93e-07, its bound 8.38e-07 hartree
30 cells, N=60: exchange 45662, Coulomb 170496
   metal exchange 173502, comparisons 66526, n_Q 10, n_P 27
   exact integrals: exchange 36036, Coulomb 144124
   largest K error 2.93e-07, its bound 8.38e-07 hartree
40 cells, N=80: exchange 62562, Coulomb 307296
   metal exchange 301074, comparisons 91206, n_Q 10, n_P 27
Exchange increments 20->30, 30->40 cells: 16900, 16900
Coulomb second differences: 40000, 40000
Growth power 20->40 cells: exchange 1.121, Coulomb 2.060
Growth power, metal exchange: 1.930
Exact-integral power 20->30: exchange 1.114, Coulomb 2.019
Exchange energy error, 30 cells: 4.75e-07 hartree
End-to-end distance, 30 cells: 146.4 bohr
   (11|NN) 0.006831, Schwarz bound 0.774606 hartree
Largest |P| between cells m apart (H2 chain; uniform chain):
   m=0: 6.062e-01; 7.300e-01
   m=1: 7.219e-02; 4.073e-01
   m=2: 9.934e-03; 1.984e-01
   m=4: 2.016e-04; 8.951e-02
   m=6: 4.422e-06; 6.657e-02
40 cells: gap 1.0265 hartree, s_min 0.2686, radius 0.5615 hartree
Guaranteed decay rate, 20 and 40 cells: 0.03775, 0.03764 bohr^-1
Prefactor of the guaranteed bound: 16.29
Observed decay rate, m=2 to 4: 0.3897 bohr^-1
Contour formula, largest error in P (20 cells): 3.1e-10
Infinite metal, |P| at 101 sites: 6.812720e-03, law 6.813156e-03
Bloch overlap s(pi/2): 0.9251
Metal range at tau: 5.33e+06 sites
```
